# Cahn's tanh formula for solute removal in cellular precipitation, part 1

(Sections cited here and not found follow in the second part.)

## I. The swept boundary and the removed fraction

### Definitions and conventions

A supersaturated solid solution, the matrix, has solute fraction $x_0$: of all lattice sites, a fraction $x_0$ holds a solute atom. In cellular precipitation a grain boundary moves into this matrix and leaves behind it a stack of parallel plates. Solute-rich precipitate plates alternate with lamellae of matrix that has lost part of its solute. The plates stand perpendicular to the boundary and grow at their tips as it advances.

The boundary moves at speed $v>0$. The coordinate $y$ runs along the boundary, perpendicular to the plates. One matrix lamella occupies $-S/2<y<S/2$, so $S$ is the width of the matrix lamella alone. The neighbouring plates have thickness $S_p$, and the repeat distance of the stack is $S+S_p$. Nothing varies in the third direction, and amounts are counted per unit length in that direction.

The boundary is a slab of thickness $\delta$. Its solute fraction, averaged over the thickness, is $x_b(y,t)$. The matrix deposited behind the boundary at position $y$ has solute fraction $x(y,t)$. The plates have solute fraction $x_p>x_0$. At the two edges of the lamella, where it meets the plates, the deposited matrix has fraction $x_e<x_0$.

The quantity sought is the removed fraction of the excess,

$$P=\frac{x_0-\bar x}{x_0-x_e},\qquad \bar x=\frac1S\int_{-S/2}^{S/2}x(y)\,dy .$$

The excess is counted from the edge composition. If the whole lamella were left at $x_e$, then $P$ would be 1; if it were left undrained, $P$ would be 0. The edge composition equals the equilibrium solubility of a large precipitate only under conditions that Part II makes quantitative.

### Assumptions

1. The boundary is planar, and $v$, $S$ and $\delta$ are constant.
2. Solute moves along the boundary with a constant diffusivity $D_b$. Diffusion through the volume of the matrix, ahead of the boundary or behind it, is neglected.
3. The fraction in the boundary is proportional to that in the matrix just deposited from it: $x_b=s\,x$, with a constant segregation ratio $s>0$.
4. Matrix, boundary and plates have the same number $N$ of sites per volume.
5. At both edges of the lamella, $x=x_e$.
6. The composition pattern is steady in the frame that moves with the boundary.

Assumption 3 is a statement of local equilibrium between the boundary and the crystal growing behind it, in the range where the segregation ratio does not depend on composition. The crystal ahead is not in equilibrium with the boundary: it is consumed with whatever composition it has.

The parameters enter through one product and one dimensionless number:

$$K=s\,\delta D_b,\qquad a=\frac{vS^2}{K}.$$

Since $K$ has the dimension of volume per time, as $vS^2$ has, $a$ is a pure number.

**Theorem.** Under assumptions 1 to 6,

$$P=\frac{2}{\sqrt a}\tanh\frac{\sqrt a}{2}.$$

The proof rests on a balance of solute in the boundary and on the solution of the resulting equation.

### Lemma 1: the balance in the boundary

**Lemma 1.** Under assumptions 1, 2 and 4, the boundary composition obeys

$$\delta\frac{\partial x_b}{\partial t}=\delta D_b\frac{\partial^2x_b}{\partial y^2}+v\,(x_0-x).$$

**Proof.** Take the piece of the boundary between $y$ and $y+dy$, and move with it. It contains $N\delta x_b\,dy$ solute atoms. Four currents change this number.

In unit time the boundary consumes a volume $v\,dy$ of matrix ahead, which brings in $Nv x_0\,dy$ solute atoms. It deposits an equal volume behind, because the site densities are equal and its thickness is constant. The deposit carries away $Nvx\,dy$ atoms.

The lateral flux density in the boundary is $-ND_b\,\partial x_b/\partial y$, and it acts through a height $\delta$. The current in the direction of increasing $y$ is therefore

$$I(y)=-N\delta D_b\frac{\partial x_b}{\partial y}.$$

The piece gains $I(y)$ on its left side and loses $I(y+dy)$ on its right side. The net gain is

$$I(y)-I(y+dy)=-\frac{\partial I}{\partial y}dy=N\delta D_b\frac{\partial^2x_b}{\partial y^2}dy .$$

Adding the gains and subtracting the loss gives

$$N\delta\frac{\partial x_b}{\partial t}dy=N\delta D_b\frac{\partial^2x_b}{\partial y^2}dy+Nvx_0\,dy-Nvx\,dy .$$

Division by $N\,dy$ gives the stated equation. $\square$

The motion of the boundary thus acts as a source of solute wherever the deposit is poorer than the original matrix. In the steady state, lateral diffusion must carry this solute to the plates.

### Lemma 2: the composition across the lamella

**Lemma 2.** Let $z=y/S$ and let

$$u(z)=\frac{x_0-x}{x_0-x_e}$$

be the local removed fraction. Under assumptions 1 to 6,

$$u(z)=\frac{\cosh(\sqrt a\,z)}{\cosh(\sqrt a/2)} .$$

**Proof.** In the steady state the time derivative in Lemma 1 vanishes. Inserting $x_b=sx$ with constant $s$ leaves

$$s\delta D_b\frac{d^2x}{dy^2}+v(x_0-x)=0,
\qquad\text{so}\qquad
K\frac{d^2x}{dy^2}=v(x-x_0).$$

The definition of $u$ gives $x=x_0-(x_0-x_e)u$. A derivative with respect to $y$ is $1/S$ times a derivative with respect to $z$, hence

$$\frac{d^2x}{dy^2}=-\frac{x_0-x_e}{S^2}\,u'',\qquad x-x_0=-(x_0-x_e)u .$$

After substitution the common factor $-(x_0-x_e)$ cancels, and

$$\frac{K}{S^2}u''=vu,\qquad\text{that is,}\qquad u''=a\,u .$$

At the edges $x=x_e$, so $u(\pm\tfrac12)=1$. The general solution is

$$u=A\cosh(\sqrt a\,z)+B\sinh(\sqrt a\,z).$$

The hyperbolic cosine is even and the hyperbolic sine is odd. The two edge conditions therefore read

$$A\cosh\frac{\sqrt a}{2}+B\sinh\frac{\sqrt a}{2}=1,\qquad
A\cosh\frac{\sqrt a}{2}-B\sinh\frac{\sqrt a}{2}=1 .$$

Their difference is $2B\sinh(\sqrt a/2)=0$. Since $a>0$, the hyperbolic sine is not zero, so $B=0$. Their sum then gives $A=1/\cosh(\sqrt a/2)$. $\square$

The function $u$ is positive, is smallest at the midplane and rises to 1 at the edges. The deposited composition therefore lies between $x_e$ and $x_0$, with its maximum at the midplane:

$$x(0)=x_0-\frac{x_0-x_e}{\cosh(\sqrt a/2)} .$$

### Proof of the theorem

Because $x_0-x=(x_0-x_e)u$ at each point, averaging over the lamella gives

$$P=\int_{-1/2}^{1/2}u(z)\,dz .$$

The integral of $\cosh(\sqrt a\,z)$ is $\sinh(\sqrt a\,z)/\sqrt a$. Its values at the two limits are equal and opposite, and so

$$P=\frac{1}{\cosh(\sqrt a/2)}\cdot\frac{2\sinh(\sqrt a/2)}{\sqrt a}
=\frac{2}{\sqrt a}\tanh\frac{\sqrt a}{2}.\qquad\square$$

### Corollary: the current into the plates

The same fraction follows from the solute that leaves through the edges. At the right-hand edge the outward current is

$$I\!\left(\tfrac S2\right)=-N\delta D_b\,s\,\frac{dx}{dy}=\frac{NK(x_0-x_e)}{S}\,u'\!\left(\tfrac12\right),$$

where the minus sign has been cancelled by the one in $dx/dy=-(x_0-x_e)u'/S$. Lemma 2 gives $u'(\tfrac12)=\sqrt a\tanh(\sqrt a/2)$. The left-hand edge carries an equal outward current. With $K=vS^2/a$, the total is

$$I_{\rm tot}=\frac{2N(x_0-x_e)}{S}\cdot\frac{vS^2}{a}\cdot\sqrt a\tanh\frac{\sqrt a}{2}
=NvS\,(x_0-x_e)\,P .$$

The boundary sweeps an area $vS$ per unit time, which contains an excess $NvS(x_0-x_e)$. The current into the plates is the fraction $P$ of it, as conservation requires.

### Limits and monotonic behaviour

Put $w=\sqrt a/2$, so that $P=\tanh w/w$. Differentiation gives

$$\frac{dP}{dw}=\frac{1}{w\cosh^2w}-\frac{\tanh w}{w^2}
=\frac{w-\sinh w\cosh w}{w^2\cosh^2w}
=\frac{2w-\sinh 2w}{2w^2\cosh^2w}.$$

Since $\sinh 2w>2w$ for $w>0$, the removed fraction falls steadily as $a$ grows. At fixed $S$ and $K$, a faster boundary removes a smaller fraction. At fixed $v$ and $K$, so does a wider lamella.

**Slow sweeping.** For small $w$, write $\tanh w=w+bw^3+cw^5+\dots$ and use $d\tanh w/dw=1-\tanh^2w$. The left side is $1+3bw^2+5cw^4$, and the right side is $1-w^2-2bw^4$, up to higher powers. Comparison gives $b=-\tfrac13$ and $c=-2b/5=\tfrac2{15}$. With $w^2=a/4$,

$$P=1-\frac{w^2}{3}+\frac{2w^4}{15}-\dots=1-\frac{a}{12}+\frac{a^2}{120}-\dots$$

The boundary then has time to drain nearly the whole lamella down to the edge composition.

**Fast sweeping.** For large $a$, the identity

$$\tanh\frac{\sqrt a}{2}=\frac{1-e^{-\sqrt a}}{1+e^{-\sqrt a}}$$

shows that the hyperbolic tangent approaches 1 with an exponentially small error, and $P\approx2/\sqrt a$. The meaning becomes clear from the length

$$\ell=\frac{S}{\sqrt a}=\sqrt{\frac Kv}.$$

At a distance $d$ from one edge, with the other edge many lengths $\ell$ away, Lemma 2 reduces to $u\approx e^{-d/\ell}$. Each edge therefore removes as much solute as complete drainage of a strip of width $\int_0^\infty e^{-d/\ell}\,dd=\ell$. Two such strips in a lamella of width $S$ give $P\approx2\ell/S=2/\sqrt a$. The middle of the lamella keeps nearly its original composition.

Although the removed fraction falls with speed, the current into the plates rises. At fixed $S$, $K$ and compositions it is proportional to $vP$, hence to $aP=2\sqrt a\tanh(\sqrt a/2)$. Both factors that contain $a$ increase with $a$. In the fast limit the current grows as $\sqrt v$, while the supply of excess grows as $v$.

### Remark: unequal edges

Suppose that the two edges have different compositions $x_1$ and $x_2$. Define $x_e$ as their mean. The edge values of $u$ are then $1+\epsilon$ and $1-\epsilon$ for some $\epsilon$. The sum of the two edge conditions still gives $A=1/\cosh(\sqrt a/2)$. Their difference gives a non-zero $B$, but the corresponding term is odd in $z$ and contributes nothing to the average. The formula for $P$ therefore survives with the mean edge composition, although the profile is no longer symmetric.

### Remark: irregular spacing

Suppose that a cell contains lamellae of several widths $S_i$, all with the same $v$, $K$, $x_0$ and $x_e$. The excess removed from each, per unit of swept length, is proportional to

$$S_iP(S_i)=2\ell\tanh\frac{S_i}{2\ell},$$

because $\sqrt{a_i}=S_i/\ell$. The hyperbolic tangent of a positive argument has negative curvature: its second derivative is $-2\tanh w/\cosh^2w$. The average of $S_iP(S_i)$ over the lamellae is therefore no larger than its value at the average width. Within this model, irregular spacing lowers the total removal compared with equal spacing at the same mean width. Relative to a lamella of the mean width, the wide lamellae gain less removed solute than the narrow ones lose.

## II. Physical meaning, a worked case and the limits of validity

### Symbols and results carried over

A boundary of thickness $\delta$ and diffusivity $D_b$ moves at speed $v$ into matrix of solute fraction $x_0$. It leaves lamellae of width $S$ between plates of thickness $S_p$ and fraction $x_p$. The deposited matrix has fraction $x(y)$, equal to $x_e$ at the edges, and the boundary has fraction $x_b=sx$. With $K=s\delta D_b$, $a=vS^2/K$ and $z=y/S$, Part I gave

$$u=\frac{x_0-x}{x_0-x_e}=\frac{\cosh(\sqrt a\,z)}{\cosh(\sqrt a/2)},\qquad
P=\int_{-1/2}^{1/2}u\,dz=\frac{2}{\sqrt a}\tanh\frac{\sqrt a}{2}.$$

The time-dependent balance was $\delta\,\partial_tx_b=\delta D_b\,\partial_y^2x_b+v(x_0-x)$.

### Lemma 3: the removed fraction as the outcome of a race

**Lemma 3.** Let a solute atom enter the boundary at a random position across the lamella. The probability that it reaches a plate edge before it is deposited in the matrix is $P$.

**Proof.** Per unit length of boundary there are $N\delta x_b=N\delta sx$ solute atoms, and $Nvx$ of them are deposited per unit time. Each atom is therefore deposited at the rate

$$r=\frac{Nvx}{N\delta sx}=\frac{v}{s\delta}.$$

Let $p(y)$ be the probability that an atom now at $y$ reaches an edge first. In a short time $\tau$ it escapes deposition with probability $1-r\tau$ and moves by a random distance $\eta$ with mean zero and mean square $2D_b\tau$. Hence

$$p(y)=(1-r\tau)\,\big\langle p(y+\eta)\big\rangle=(1-r\tau)\left[p(y)+D_b\tau\,p''(y)\right]+\dots$$

The terms of first order in $\tau$ give $D_bp''=rp$, with $p=1$ at both edges. In the variable $z$ this is $p''=(rS^2/D_b)\,p$, and

$$\frac{rS^2}{D_b}=\frac{vS^2}{s\delta D_b}=a .$$

So $p$ obeys the same equation and edge conditions as $u$. Its average over a uniform starting position is $P$. $\square$

When $x_e>0$, the edges also release atoms into the boundary. The balance is linear, and the uniform composition $x_e$ is a steady solution for matrix of fraction $x_e$, with no net current. Subtracting it leaves the excess $x-x_e$, which is supplied at $x_0-x_e$ and absorbed at the edges. For this excess the race has its literal meaning.

A random walk provides a test that does not use the differential equation. With $a=4$, the lamella divided into 40 intervals and 200,000 walkers, the captured fraction is 0.7621; the formula gives 0.7616. The difference is within the statistical error, about 0.001.

The removed fraction has been derived from the solute balance in the boundary and interpreted as the probability that a solute atom reaches a plate before it is deposited. What remains is to find the plate thickness and the approach to the steady state, work through a numerical example, and examine the limits of the model.

All numerical values are calculated from the stated model.
